# Reading the electron-phonon coupling from a photoemission kink and linewidth: a program that tests the result

```python
"""Electron-phonon self-energy seen in photoemission.

Result under test: for a flat wide band and Eliashberg function a2F(w), with
lam = 2*integral(a2F/w), the Fermi velocity is v_bare/(1+lam) at T = 0 and the
linewidth Gamma = -2 Im Sigma has the high-temperature slope 2*pi*lam*k_B.
Einstein: a2F = (lam*OMEGA/2)*delta(w-OMEGA).  Debye: a2F = lam*(w/DEBYE)**2.
Energies are in meV from the Fermi level, velocities in meV*Angstrom (hbar = 1).
kT is the thermal energy; GAMMA_EL is a constant elastic half-width.
"""
import numpy as np
from scipy.constants import k as K_J, e as E_CHARGE
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, expit, zeta

KB = K_J / E_CHARGE * 1e3          # meV/K
LAM, OMEGA, DEBYE = 0.6, 40.0, 60.0
V_BARE, GAMMA_EL = 3000.0, 1.0
PI = np.pi

# Each model is a set of phonon energies and integrated a2F weights.
x_gl, w_gl = np.polynomial.legendre.leggauss(200)
w_deb = 0.5 * DEBYE * (x_gl + 1)
MODELS = {
    "Einstein": (np.array([OMEGA]), np.array([LAM * OMEGA / 2])),
    "Debye": (w_deb, 0.5 * DEBYE * w_gl * LAM * (w_deb / DEBYE) ** 2),
}
EDGE = {"Einstein": OMEGA, "Debye": DEBYE}


def sigma(z, kT, model):
    """Closed self-energy, valid on the real axis and in the upper half-plane."""
    w, a = MODELS[model]
    z = np.asarray(z)[..., None]
    n = 1 / np.expm1(w / kT)
    kern = (-1j * PI * (2 * n + 1)
            + digamma(0.5 + 1j * (w - z) / (2 * PI * kT))
            - digamma(0.5 - 1j * (w + z) / (2 * PI * kT)))
    return (a * kern).sum(axis=-1)


def gamma(e, kT, model):
    return -2 * sigma(e, kT, model).imag


def re_zero(e, model):
    """Closed real part at T = 0."""
    if model == "Einstein":
        return -LAM * OMEGA / 2 * np.log(abs((OMEGA + e) / (OMEGA - e)))
    y = e / DEBYE
    return -LAM * DEBYE / 3 * (np.log(abs((1 + y) / (1 - y))) + y
                               + y**3 * np.log(abs((1 - y * y) / y**2)))


def im_zero(e, model):
    """Imaginary part at T = 0: phonons that can be emitted."""
    if model == "Einstein":
        return -PI * LAM * OMEGA / 2 * (abs(e) > OMEGA)
    return -PI * LAM * DEBYE / 3 * min(abs(e / DEBYE) ** 3, 1.0)


def slope_zero(e, model):
    """Closed energy derivative of the real part at T = 0."""
    if model == "Einstein":
        return -LAM * OMEGA**2 / (OMEGA**2 - e**2)
    y2 = (e / DEBYE) ** 2
    return -LAM * (1 + y2 * np.log(abs(1 / y2 - 1)))


def kramers_kronig(e, model):
    """Real part at T = 0 from the imaginary part, for 0 < e < 3*edge."""
    b = EDGE[model]
    total = 0.0
    for lo, hi in ((0.0, b), (b, 3 * b)):
        total += quad(lambda x: im_zero(x, model) / (x + e), lo, hi,
                      weight="cauchy", wvar=e, limit=200)[0]
    total += quad(lambda x: im_zero(x, model) / (x * x - e * e),
                  3 * b, np.inf)[0]
    return 2 * e / PI * total


def mass_lambda(kT, model, h=0.05):
    return -(sigma(h, kT, model) - sigma(-h, kT, model)).real / (2 * h)


def spectral(k, e, self_energy):
    return -np.imag(1 / (e - V_BARE * k - self_energy + 1j * GAMMA_EL)) / PI


def mdc_peak(e, kT, model):
    """Momentum (from k_F) at which the simulated momentum curve peaks."""
    s = sigma(e, kT, model)
    c = e / V_BARE
    return minimize_scalar(lambda k: -spectral(k, e, s), method="bounded",
                           bounds=(c - 0.03, c + 0.03),
                           options={"xatol": 1e-11}).x


def mdc_velocity(e, kT, model, h=1.0):
    return 2 * h / (mdc_peak(e + h, kT, model) - mdc_peak(e - h, kT, model))


def mdc_width(e, kT, model):
    s, k0 = sigma(e, kT, model), mdc_peak(e, kT, model)
    half = spectral(k0, e, s) / 2
    g = lambda k: spectral(k, e, s) - half
    return brentq(g, k0, k0 + 1) - brentq(g, k0 - 1, k0)


def edc_width(kT, model, top):
    """Full width of the simulated energy curve at k_F (even in energy)."""
    a = lambda e: spectral(0.0, e, sigma(e, kT, model))
    return 2 * brentq(lambda e: a(e) - a(0.0) / 2, 0.0, top)


# --- Kernel from the Matsubara sum over one phonon and one electron line
kT, level = 8.0, 25.0
z = 1j * 5 * PI * kT
nu = 2 * PI * kT * np.arange(-100000, 100001)
direct = kT * np.sum(2 * OMEGA / (nu**2 + OMEGA**2) / (z - 1j * nu - level))
n_b, f = 1 / np.expm1(OMEGA / kT), expit(-level / kT)
closed = (n_b + 1 - f) / (z - level - OMEGA) + (n_b + f) / (z - level + OMEGA)
assert abs(direct / closed - 1) < 1e-6

# --- Band integral from the definition, slightly above the real axis
z = -30 + 4j


def pair(x):
    total = 0
    for s in (x, -x):
        occ = expit(-s / kT)
        total += (n_b + 1 - occ) / (z - s - OMEGA) + (n_b + occ) / (z - s + OMEGA)
    return total


band = 0
for lo, hi in ((0, 150), (150, 1000), (1000, np.inf)):
    band += quad(lambda x: pair(x).real, lo, hi, limit=400)[0]
    band += 1j * quad(lambda x: pair(x).imag, lo, hi, limit=400)[0]
assert abs(LAM * OMEGA / 2 * band / sigma(z, kT, "Einstein") - 1) < 1e-6

for model, (w, a) in MODELS.items():
    edge = EDGE[model]
    assert abs(2 * np.sum(a / w) - LAM) < 1e-10
    # Imaginary-axis form: sum of the phonon propagator times sign(frequency)
    m = np.arange(-3000, 3000)
    nu = 2 * PI * kT * (2 - m)
    prop = (2 * w * a / (w**2 + nu[:, None] ** 2)).sum(axis=1)
    axis = -1j * PI * kT * np.sum(prop * np.sign(2 * m + 1))
    assert abs(axis / sigma(5j * PI * kT, kT, model) - 1) < 1e-5
    # Zero-temperature real part and its slope against Kramers-Kronig
    for e in (0.2 * edge, 0.7 * edge, 1.3 * edge, 2 * edge):
        assert abs(kramers_kronig(e, model) - re_zero(e, model)) < 1e-5
        num = (kramers_kronig(e + 0.1, model)
               - kramers_kronig(e - 0.1, model)) / 0.2
        assert abs(num - slope_zero(e, model)) < 1e-3
    # Zero-temperature imaginary part against the thermal expression
    for e in (-0.5 * edge, -2 * edge):
        assert abs(sigma(e, 0.3, model).imag - im_zero(e, model)) < 0.02
    # Simulated spectra at 10 K: velocity and narrowed energy width.
    # One percent allows for thermal and finite-energy corrections.
    cold = 10 * KB
    assert abs(V_BARE / mdc_velocity(0, cold, model) / (1 + LAM) - 1) < 0.01
    assert abs(edc_width(cold, model, 5) * (1 + LAM) / (2 * GAMMA_EL) - 1) < 0.01
    v_far = mdc_velocity(-2 * edge, cold, model)
    assert abs(v_far * (1 - slope_zero(2 * edge, model)) / V_BARE - 1) < 0.01
    # Momentum width keeps the bare velocity
    expect = (gamma(-50, 300 * KB, model) + 2 * GAMMA_EL) / V_BARE
    assert abs(mdc_width(-50, 300 * KB, model) / expect - 1) < 1e-5
    # Thermal width formulas at E_F and deep below it
    hot = 300 * KB
    assert abs(gamma(0, hot, model) / (4 * PI * np.sum(a / np.sinh(w / hot))) - 1) < 1e-8
    assert abs(gamma(-1000, hot, model)
               / (2 * PI * np.sum(a / np.tanh(w / hot / 2))) - 1) < 1e-8
    # High-temperature slope, including the sign of its leading correction.
    # Three percent covers the next power of (phonon energy/kT)**2.
    w2 = OMEGA**2 if model == "Einstein" else DEBYE**2 / 2
    t, h = 5 * edge, 0.01 * edge
    for e, coef in ((0.0, 1 / 6), (-1e5, -1 / 12)):
        s = (gamma(e, t + h, model) - gamma(e, t - h, model)) / (2 * h)
        assert abs((s / (2 * PI * LAM) - 1) / (coef * w2 / t**2) - 1) < 0.03
    # Width of a simulated energy curve has the same limiting slope
    s = (edc_width(11 * edge, model, 60 * edge)
         - edc_width(10 * edge, model, 60 * edge)) / edge
    assert abs(s / (2 * PI * LAM) - 1) < 0.01

# --- Thermal mass enhancement, Einstein model
t = OMEGA / 40
rise = mass_lambda(t, "Einstein") / LAM - 1
assert abs(rise / (PI**2 * t**2 / (3 * OMEGA**2)) - 1) < 0.02
t = 20 * OMEGA
limit = 14 * zeta(3) * LAM * (OMEGA / (2 * PI * t)) ** 2
assert abs(mass_lambda(t, "Einstein") / limit - 1) < 2e-3

# --- Turning point of the Einstein track and Debye maximum of |Re Sigma|
turn = OMEGA * np.sqrt(1 + LAM)
track = lambda e: e - kramers_kronig(e, "Einstein")
assert track(turn - 2) > track(turn) < track(turn + 2)
assert track(OMEGA + 2) > track(OMEGA + 5)
u = brentq(lambda q: q * np.log(q / (1 - q)) - 1, 0.6, 0.95)
y_peak = np.sqrt(u)
found = minimize_scalar(lambda e: kramers_kronig(e, "Debye"), method="bounded",
                        bounds=(0.7 * DEBYE, 0.97 * DEBYE)).x
assert abs(found / DEBYE - y_peak) < 1e-3

# --- Worked example
print(f"lambda = {LAM:.2f}; Einstein energy = {OMEGA:.1f} meV; Debye energy = {DEBYE:.1f} meV")
print(f"bare velocity = {V_BARE/1000:.3f} eV Angstrom; elastic half-width = {GAMMA_EL:.1f} meV")
print(f"k_B = {KB:.6f} meV/K")
print(f"limiting slope 2 pi lambda k_B = {2*PI*LAM*KB:.4f} meV/K")
print(f"T=0 Fermi velocity = {V_BARE/(1+LAM)/1000:.4f} eV Angstrom; bare/dressed = {1+LAM:.3f}")
print("T=0 self-energy (meV): energy, Einstein Re, Im, Debye Re, Im")
for e in (-10., -20., -30., -50., -80., -120.):
    vals = [g(e, m) for m in MODELS for g in (re_zero, im_zero)]
    print(f"  {e:7.1f} " + " ".join(f"{v:9.3f}" for v in vals))
print(f"Einstein track bends back from {OMEGA:.2f} to {turn:.2f} meV below E_F")
print(f"Debye Re Sigma peak at T=0: {y_peak:.4f} D = {y_peak*DEBYE:.2f} meV below E_F,"
      f" height {re_zero(-y_peak*DEBYE, 'Debye'):.2f} meV")
grid = -np.arange(1, 200, 0.05)
for model in MODELS:
    edge = EDGE[model]
    print(f"{model} model:")
    v_ratio = 1 / (1 - slope_zero(2 * edge, model))
    apparent = v_ratio * (1 + LAM) - 1
    print(f"  T=0 velocity at {2*edge:.0f} meV below E_F / bare = {v_ratio:.4f};"
          f" false lambda = {apparent:.4f}")
    print(f"  simulated 10 K: bare/dressed velocity = {V_BARE/mdc_velocity(0, 10*KB, model):.4f};"
          f" energy width = {edc_width(10*KB, model, 5):.4f} meV")
    for T in (20, 300):
        re = sigma(grid, T * KB, model).real
        i = np.argmax(re)
        print(f"  {T} K: Re Sigma peak {re[i]:.2f} meV at {-grid[i]:.1f} meV below E_F")
    print(f"  T=0 width far below E_F = {-2*im_zero(-1000., model):.3f} meV")
    print("  T (K), width at E_F (meV), width 1 eV below (meV), lambda(T)")
    for T in (100, 200, 300, 400, 600, 1000):
        t = T * KB
        print(f"  {T:5d} {gamma(0, t, model):9.3f} {gamma(-1000, t, model):9.3f}"
              f" {mass_lambda(t, model):8.4f}")
    fits = [(gamma(e, 400 * KB, model) - gamma(e, 200 * KB, model))
            / (200 * 2 * PI * KB) for e in (0, -1000)]
    print(f"  apparent lambda, 200-400 K slope: at E_F {fits[0]:.4f}; 1 eV below {fits[1]:.4f}")
    print(f"  300 K momentum width 1 eV below, phonons only = "
          f"{gamma(-1000, 300*KB, model)/V_BARE:.5f} 1/Angstrom")
print("finished without a failed check")
```

It prints:

```
lambda = 0.60; Einstein energy = 40.0 meV; Debye energy = 60.0 meV
bare velocity = 3.000 eV Angstrom; elastic half-width = 1.0 meV
k_B = 0.086173 meV/K
limiting slope 2 pi lambda k_B = 0.3249 meV/K
T=0 Fermi velocity = 1.8750 eV Angstrom; bare/dressed = 1.600
T=0 self-energy (meV): energy, Einstein Re, Im, Debye Re, Im
    -10.0     6.130    -0.000     6.235    -0.175
    -20.0    13.183    -0.000    13.242    -1.396
    -30.0    23.351    -0.000    20.831    -4.712
    -50.0    26.367   -37.699    33.073   -21.817
    -80.0    13.183   -37.699    15.837   -37.699
   -120.0     8.318   -37.699     9.566   -37.699
Einstein track bends back from 40.00 to 50.60 meV below E_F
Debye Re Sigma peak at T=0: 0.8844 D = 53.06 meV below E_F, height 33.50 meV
Einstein model:
  T=0 velocity at 80 meV below E_F / bare = 1.2500; false lambda = 1.0000
  simulated 10 K: bare/dressed velocity = 1.6010; energy width = 1.2492 meV
  20 K: Re Sigma peak 47.56 meV at 40.1 meV below E_F
  300 K: Re Sigma peak 14.69 meV at 61.2 meV below E_F
  T=0 width far below E_F = 75.398 meV
  T (K), width at E_F (meV), width 1 eV below (meV), lambda(T)
    100     2.908    76.866   0.7118
    200    29.900    91.816   0.6101
    300    67.233   116.169   0.4060
    400   104.791   144.212   0.2701
    600   176.753   204.546   0.1368
   1000   313.486   330.677   0.0529
  apparent lambda, 200-400 K slope: at E_F 0.6916; 1 eV below 0.4839
  300 K momentum width 1 eV below, phonons only = 0.03872 1/Angstrom
Debye model:
  T=0 velocity at 120 meV below E_F / bare = 1.0994; false lambda = 0.7591
  simulated 10 K: bare/dressed velocity = 1.6029; energy width = 1.2514 meV
  20 K: Re Sigma peak 32.95 meV at 52.3 meV below E_F
  300 K: Re Sigma peak 15.66 meV at 66.3 meV below E_F
  T=0 width far below E_F = 75.398 meV
  T (K), width at E_F (meV), width 1 eV below (meV), lambda(T)
    100     5.475    78.539   0.6569
    200    31.197    94.137   0.5553
    300    66.606   118.138   0.3945
    400   103.381   145.828   0.2752
    600   175.117   205.697   0.1463
   1000   312.218   331.392   0.0583
  apparent lambda, 200-400 K slope: at E_F 0.6666; 1 eV below 0.4773
  300 K momentum width 1 eV below, phonons only = 0.03938 1/Angstrom
finished without a failed check
```
